Field-Dependent Permittivity: Why the Cube-Root Formula Needs Two Different Constants

Take a 20 nm dielectric film under 1 V, so that the field is 0.5 MV/cm, and describe its bias-dependent inverse permittivity by a cube-root formula with one constant k. For the model film used below, k = 9 gives a value 5% too low and k = 27 a value 29% too high. At 100 MV/cm, a field that serves here only as a mathematical probe, the ranking is reversed: k = 9 is 30% too low and k = 27 only 1.4% too high. Both constants come from the same law, and neither is right at all fields.

**The model and the question**

The film obeys

E = aP + bP³, with a > 0 and b > 0,

where E is the field and P the polarization along it. This is E = dF/dP for the energy density F = aP²/2 + bP⁴/4. In the law for E, the term aP is the linear restoring field of a paraelectric, and bP³ is its stiffening at large polarization.

A memory capacitor under bias responds to a small added voltage through the slope of this curve. Inverse permittivity therefore means the differential quantity

y = dE/dP = a + 3bP².

It is assumed that the small signal follows the same curve as the bias, at the same temperature. Since y ≥ a > 0, E rises steadily with P, and each field fixes one polarization. Strictly, y is the inverse of the susceptibility part of the permittivity; the vacuum part is restored later.

The proposed approximation is

y ≈ a(1 + kbE²/a³)^(1/3).

It is convenient to define two dimensionless quantities,

x = bE²/a³ and Y = y/a,

so that the approximation reads Y ≈ (1 + kx)^(1/3). At zero field any k gives Y = 1. "Correct at low field" must therefore mean that the first field-dependent term is correct. "Correct at high field" means that the ratio of the approximation to the true Y tends to 1 as x → ∞.

**First derivation: balancing terms in each limit**

At low field the linear term carries most of E. Rewrite the law as

P = E/a − (b/a)P³.

To lowest order P = E/a. Putting this into the small cubic term gives

P = E/a − bE³/a⁴ + O(E⁵).

Squaring, and keeping the cross term,

P² = E²/a² − 2bE⁴/a⁵ + O(E⁶).

Now insert this in Y = 1 + 3(b/a)P²:

Y = 1 + 3bE²/a³ − 6b²E⁴/a⁶ + …
  = 1 + 3x − 6x² + O(x³).

The approximation is expanded with (1 + s)^(1/3) = 1 + s/3 − s²/9 + …, where s = kx:

(1 + kx)^(1/3) = 1 + kx/3 − k²x²/9 + O(x³).

The terms linear in x agree if k/3 = 3, hence

k = 9 at low field.

With this choice the approximation continues as 1 + 3x − 9x², whereas the true series has −6x². The approximation minus the true value is therefore −3x² in units of a. Choosing k = 27 instead would give an initial slope of 9 in place of 3, three times too large.

At high field the cubic term carries most of E. Its leading balance is bP³ = E, so define

P₀ = (E/b)^(1/3).

The size of the neglected linear term is measured by

bP₀² = b^(1/3)E^(2/3) = a x^(1/3),

where the last step uses x^(1/3) = b^(1/3)E^(2/3)/a. To find the first correction, write P = P₀(1 + η) with small η. The law becomes

aP₀(1 + η) + bP₀³(1 + 3η + …) = E.

Since bP₀³ = E, these two terms cancel. What remains at leading order is

aP₀ + 3ηbP₀³ = 0,

so that

η = −a/(3bP₀²) = −1/(3x^(1/3)).

The slope is then

Y = 1 + 3(b/a)P₀²(1 + η)²
  = 1 + 3x^(1/3)(1 + 2η + η² + …)
  = 1 + 3x^(1/3) − 2 + O(x^(−1/3))
  = 3x^(1/3) − 1 + O(x^(−1/3)).

The approximation behaves at large x as

(1 + kx)^(1/3) = k^(1/3)x^(1/3) + O(x^(−2/3)).

The leading terms agree if k^(1/3) = 3, hence

k = 27 at high field.

An excess remains, since the approximation lacks the −1. In y it tends to a, not to zero. It becomes harmless only in relative terms, because y itself grows as x^(1/3), and this growth is slow.

The two constants thus have a common origin. Differentiating the cubic term produces a factor 3. At low field the cube root divides the coefficient of x by 3, so k must be 3 × 3 = 9. At high field the factor 3 stands outside the cube root and must be cubed to go inside it, so k = 3³ = 27.

The same reasoning shows how much the definition matters. The chord ratio E/P = a + bP² lacks the factor 3 from differentiation. At low field it is a(1 + x), which needs k = 3; at high field it tends to a x^(1/3), which needs k = 1. A constant fitted to total charge divided by voltage cannot be carried over to small-signal capacitance.

**Second derivation: eliminating the polarization**

The second route makes no expansion. From y = a + 3bP²,

P² = (y − a)/(3b).

The law can be written as E = P(a + bP²), and the bracket is

a + bP² = a + (y − a)/3 = (y + 2a)/3.

Squaring E therefore gives

E² = P²(a + bP²)² = (y − a)(y + 2a)²/(27b).

Multiply by 27b and divide by a³:

27x = (Y − 1)(Y + 2)².

Multiplying out, (Y − 1)(Y² + 4Y + 4) = Y³ + 3Y² − 4, so

Y³ + 3Y² = 4 + 27x.

The true inverse permittivity thus obeys a cubic equation of its own. Written as Y³ = 1 + 27x − 3(Y² − 1), it shows what the formula with k = 27 leaves out: the term 3(Y² − 1), which vanishes at zero field and becomes small compared with Y³ again only at high field.

Next ask which k would make the approximation exact at one given field. Setting Y³ = 1 + kx gives k = (Y³ − 1)/x. Insert x from the cubic and use Y³ − 1 = (Y − 1)(Y² + Y + 1). The factor Y − 1 cancels at any nonzero field:

k(Y) = 27(Y² + Y + 1)/(Y + 2)².

Zero field corresponds to Y → 1, infinite field to Y → ∞. The limits are

k → 27 × 3/9 = 9 and k → 27.

These are the two constants found before. Between them,

dk/dY = 27[(2Y + 1)(Y + 2) − 2(Y² + Y + 1)]/(Y + 2)³
      = 81Y/(Y + 2)³ > 0.

Since Y rises with the magnitude of the field, the required k rises steadily from 9 to 27. It follows that at every nonzero finite field k = 9 underestimates y and k = 27 overestimates it.

The approach to the upper limit is slow:

27 − k = 81(Y + 1)/(Y + 2)² ≈ 81/Y ≈ 27/x^(1/3).

The halfway value k = 18 requires 3(Y² + Y + 1) = 2(Y + 2)², or Y² − 5Y − 5 = 0. The positive root is Y = (5 + 3√5)/2 ≈ 5.85, and the cubic then gives x ≈ 11.09.

The largest error of k = 27 also follows. Let r be the approximation divided by the true value. The cubic gives 1 + 27x = Y³ + 3Y² − 3, so

r³ = (1 + 27x)/Y³ = 1 + 3/Y − 3/Y³.

Its derivative, −3/Y² + 9/Y⁴, vanishes at Y = √3, changing from positive to negative there. The maximum is

r³ = 1 + √3 − 1/√3 = 1 + 2/√3, or r ≈ 1.292.

It occurs at x = (5 + 3√3)/27 ≈ 0.378. So k = 27 never overestimates y by more than about 29% of its true value within this model.

For k = 9 the corresponding ratio satisfies

r³ = (1 + 9x)/(1 + k(Y)x) > (1 + 9x)/(1 + 27x) > 1/3.

Hence r stays above 3^(−1/3) ≈ 0.693 and approaches it at infinite field. The error of k = 9 can approach 31%, but never reaches it.

Finally, the cubic can be solved, so no compromise value of k is needed. Put Y = z − 1. The quadratic terms cancel and leave

z³ − 3z = 2 + 27x.

With z = 2 cosh θ, the identity 4cosh³θ − 3cosh θ = cosh 3θ turns the left side into 2 cosh 3θ. Therefore

Y = 2 cosh[(1/3) arcosh(1 + 27x/2)] − 1.

This holds at every field for a > 0 and b > 0.

**A film at its working field**

The example takes a zero-field relative permittivity of 300, b = 8.0 × 10⁹ V m⁵/C³, a thickness of 20 nm and a bias of 1 V. Since the vacuum contributes 1 to the relative permittivity,

a = 1/(299ε₀) = 3.777 × 10⁸ m/F.

At E = 5.0 × 10⁷ V/m,

x = (8.0 × 10⁹)(5.0 × 10⁷)²/(3.777 × 10⁸)³ = 0.371.

The solution of the polarization law is P = 0.1067 C/m², or 10.67 μC/cm². The two parts of the field are aP = 4.03 × 10⁷ V/m and bP³ = 0.97 × 10⁷ V/m, which add to the applied value. The cubic term supplies only a fifth of the field, yet

Y = 1 + 3bP²/a = 1.723.

Differentiation has tripled its weight. The constant needed at this field is

k = (1.723³ − 1)/0.371 ≈ 11.1.

The two limiting choices give

k = 9: (1 + 3.34)^(1/3) = 1.631, which is 5.3% low;
k = 27: (1 + 10.02)^(1/3) = 2.225, which is 29.2% high.

This explains the opening numbers. The working field happens to lie almost on the worst point for k = 27, which is at 0.504 MV/cm. That is a coincidence of the round parameters, not a property of capacitors.

At 0.05 MV/cm the required k is 9.03, close to the low-field limit. At 1 MV/cm it is 13.6, and at 1.5 MV/cm, taken as a rough breakdown field, it is 15.3. The halfway value 18 would need 2.73 MV/cm. This film would break down long before its required k came near 27. Even at the breakdown field k = 9 has the smaller error, 16% against 20%.

At the formal field of 100 MV/cm, x is about 1.5 × 10⁴ and the required k is still only 25.9. The estimate 27 − 27/x^(1/3) also gives 25.9, so the remaining gap is the slow approach derived above. The limits themselves were tested by solving for P(E) and differentiating it numerically. The required k came out as 9.000000 at x = 10⁻⁸ and 27.000000 at x = 10²⁴. Most of the remaining values are in the numerical output.

**Where the two constants cease to hold**

The first limitation is the vacuum term. With D = ε₀E + P, the slope dD/dE is ε₀ + 1/y, so the full inverse permittivity is

dE/dD = y/(1 + ε₀y).

Insert y = a(1 + 3x) and expand to first order in x:

dE/dD = [a/(1 + ε₀a)][1 + 3x/(1 + ε₀a) + …].

If the prefactor of the cube-root formula is replaced by the true zero-field value a/(1 + ε₀a), while x keeps its definition, the low-field constant becomes

k = 9/(1 + ε₀a) = 8.97

for this film. That change is negligible. At high field the change is one of principle: y grows without bound, but dE/dD saturates at 1/ε₀. For the full permittivity, the k = 27 law can therefore hold only where x^(1/3) ≫ 1 and ε₀y ≪ 1 together. To leading order the two relative errors are 1/(3x^(1/3)) and 3ε₀a x^(1/3). Their sum is smallest near x ≈ 190, where it is 2√(ε₀a) ≈ 12% for this film, so the film has no field range in which k = 27 is accurate for dE/dD at high field. At the working field ε₀y is 0.58%. At 100 MV/cm it is 72.7/299 = 0.24, so the small error quoted there for k = 27 refers to dE/dP and not to dE/dD.

The second limitation is the form of the polarization law. Add a term cP⁵ with c > 0. It changes y first at order E⁴, so k = 9 at low field survives. At sufficiently high field, however, E ≈ cP⁵ and y ≈ 5cP⁴. The required constant becomes

k ≈ y³/(bE²) = 125c³P¹²/(bc²P¹⁰) = 125(c/b)P².

Because P grows as E^(1/5), k grows as E^(2/5), and no constant serves. For a rough c = 10¹⁰ V m⁹/C⁵ the change of dE/dP at the working field is only 0.8%. A term that hardly matters at the operating point can thus still remove the high-field limit.

The signs also matter. If a > 0 but b < 0, the low-field expansion still gives k = 9, with x negative. The slope a − 3|b|P² then falls to zero at a finite field, and this branch has no high-field limit. If a < 0, the unpolarized state of the film by itself is unstable, and the expansion about P = 0 does not describe a stable branch of its polarization curve.

**The model beside a real capacitor**

The parameters are in the rough regime of paraelectric barium strontium titanate films, whose permittivity can be several hundred. The 20 nm thickness is large for a present-day DRAM cell, where dielectrics are several nanometres thick. Hafnia and zirconia films have much lower permittivities, and their capacitance can rise with bias, which the symmetric law used here, with a > 0 and b > 0, cannot reproduce. Of the neglected effects estimated here, the one that changes the capacitance most is the layer of low permittivity at the electrodes. Give both interfaces together a rough series capacitance of 20 μF/cm² and keep the total bias at 1 V. The film field then falls from 0.50 to 0.31 MV/cm, the required k from 11.1 to 10.0, and the capacitance from 7.73 to 6.60 μF/cm², a loss of 15%. Without the recovery of the film's permittivity at the lower field, the series formula would give 1/(1/7.73 + 1/20) ≈ 5.6 μF/cm², a loss of 28%.

Heating from 300 K to 358 K, with a Curie–Weiss law and a rough Curie constant of 10⁵ K, raises a by 17% but y by only 2.5% at fixed field. The reason follows from the cubic in its original units, y³ + 3ay² − 4a³ = 27bE². Differentiating at fixed E and b gives

(3y² + 6ay)dy = (12a² − 3y²)da,

and, after cancelling y + 2a,

dy/da = (2a − y)/y.

A larger a stiffens the linear response but also reduces P, and with it the term 3bP². The two effects cancel at y = 2a, and the working point, y = 1.72a, is close to this. There dy/da = 0.16, which gives 1.6% as a linear estimate; the slope grows as a rises and brings the full change to 2.5%. The near-cancellation belongs to this field. With the interface layer above and 1 V in total, the film starts from y = 1.35a, and the same heating raises its y by about 9% and lowers the capacitance by about 6%. The Curie–Weiss law serves here only as a local slope of a with temperature: with the chosen numbers it extrapolates to a Curie–Weiss temperature of about −34 K, which cannot be a real transition temperature.

Leakage limits charge retention rather than the value of k. For a rough electrode barrier of 1.0 eV and an optical permittivity of 5, Schottky emission at 358 K and the nominal field gives 6 × 10⁻⁶ A/cm². At that constant current, 3.8% of the stored charge is lost in 64 ms. The estimate depends exponentially on the barrier and indicates only a size. Tunnelling from the Fermi level through the same barrier, taken as triangular and with the free-electron mass, has an exponent of about 137 and is negligible beside it. Thermally excited electrons that tunnel just below the top of the image-rounded barrier are not negligible: they add roughly half as much again to the Schottky current for the free-electron mass, and about as much again for half that mass.

**What each derivation assumes**

Both derivations assume a uniform film and a differential response along one single-valued curve that is symmetric in P. They are written for positive a and b, although the low-field constant also holds for b < 0. They differ in how much of the curve they use.

The first needs only a few terms in each limit: the linear term and its first correction at low field, and the cubic term at high field. Its low-field half requires a > 0 and a first nonlinear term bP³; higher odd powers do not disturb it. Its high-field half requires something stronger, that the cubic term remain the dominant one however large P becomes. The two halves are therefore not equally secure for a real material. This route also says nothing about intermediate fields, where the working point of the example lies.

The second needs the whole law to be cubic, because the elimination of P uses every term. In return it gives the required k at each field, its steady rise, the bounds on both errors and a closed expression for y. If a P⁵ term is added, this particular elimination fails at all nonzero fields, though its numerical results remain useful where that term is small. With the rough c used above, the required k moves only from 11.1 to 11.4 at the working field, but from 15.3 to 17.5 at 1.5 MV/cm.

For a film with a symmetric response, known only through its weak-field nonlinearity, the first derivation supports k = 9 and gives no licence to extrapolate. Unlike electrodes can add a built-in field; the first change of y is then linear in the applied field, and no constant k describes it. Where the cubic law has been established over the operating range, the second supports the closed expression, which replaces both constants, provided that E is the field inside the film when a is the film's own coefficient. With the interface layer estimated above, inserting the total voltage V divided by the film thickness t would make y about 28% too high. A linear series layer of capacitance C_i per area can instead be absorbed: apart from the vacuum term, V/t = [a + 1/(C_i t)]P + bP³. The closed expression with E = V/t and a replaced by a + 1/(C_i t) then describes the whole stack, giving 6.57 μF/cm² against the 6.60 found above.

Computed values

```
Zero-field relative permittivity: 300
a = 3.7773e+08 m/F
b = 8.0e+09 V m^5/C^3
Thickness 20 nm, bias 1.0 V
Working field: 0.50 MV/cm
k at x=1e-8: 9.000000; at x=1e24: 27.000000
Chord k: low 3.0000, high 1.0000
k=9 low-field error / (a x^2): -3.0000
k=27 high-field excess / a: 1.0000
k=18 at x = 11.0902, E = 2.733 MV/cm
k=27 worst ratio 1.2916 at x = 0.3776
  which is E = 0.504 MV/cm
k=9 ratio at x=1e24: 0.6934
Full-permittivity low-field k: 8.9700
eps0 dE/dD at x=1e24: 0.999999
With P^5: needed k grows as E^0.4000
Fields in MV/cm, P in uC/cm2, errors in dE/dP:
E=0.05: x=0.003711, P=1.319, y/a=1.0111
  eps_r=296.7, k=9.033, err9=-0.00%, err27=2.11%
E=0.2: x=0.05938, P=5.026, y/a=1.1605
  eps_r=258.6, k=9.480, err9=-0.61%, err27=18.54%
E=0.5: x=0.3711, P=10.667, y/a=1.7229
  eps_r=174.5, k=11.087, err9=-5.33%, err27=29.16%
E=1: x=1.484, P=16.667, y/a=2.7651
  eps_r=109.1, k=13.569, err9=-12.10%, err27=24.78%
E=1.5: x=3.34, P=20.760, y/a=3.7385
  eps_r=81.0, k=15.344, err9=-15.92%, err27=20.39%
E=100: x=1.484e+04, P=106.261, y/a=72.7426
  eps_r=5.1, k=25.931, err9=-29.72%, err27=1.36%
Rough breakdown field: 1.5 MV/cm
Vacuum term eps0 dE/dP: 0.58 %
P^5 term, c = 1e+10 V m^9/C^5:
  change of dE/dP: 0.82 %
Heating 300 to 358 K, Curie constant 1e+05 K:
  a +17.3 %, dE/dP +2.5 %
Interface capacitance: 20 uF/cm2
  film field 0.314 MV/cm, needed k 10.041
  capacitance 7.73 -> 6.60 uF/cm2
  change -14.6 %
Barrier 1.0 eV, optical permittivity 5
  Schottky lowering 0.120 eV
  leakage at 358 K: 6.30e-06 A/cm2
  charge lost in 64 ms: 3.76 %
  tunnelling exponent (free mass): 137
```
